# Why the Equal-Time Keldysh Function Is Not the Hartree Density: a program that tests the result

```python
# RESULT UNDER TEST
# For a fermionic level, -i G^K(t,t) = 2n - 1, whereas the density is
# n = -i G^<(t,t) = (1 - i G^K(t,t))/2.  The Hartree shift for the interaction
# U n_up n_down is U*n (n of the opposite spin), not U*(2n - 1).
# Symbols: eps bare level, E shifted level, U interaction, Gamma full level
# width from the leads, mu lead potentials, n occupation per spin.
# Energies are in meV and times in hbar/meV unless a label says otherwise.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import digamma, expit

# ---------- one isolated level, from matrices in Fock space ----------
d_one = np.array([[0.0, 1.0], [0.0, 0.0]])
print("One level: n, -iG^<(t,t), -iG^K(t,t)  (dimensionless)")
for n_one in (0.0, 0.25, 0.5, 1.0):
    rho_one = np.diag([1 - n_one, n_one])
    lesser = 1j * np.trace(rho_one @ d_one.T @ d_one)
    greater = -1j * np.trace(rho_one @ d_one @ d_one.T)
    keldysh = lesser + greater
    assert abs(-1j * keldysh - (2 * n_one - 1)) < 1e-12
    assert abs((1 - 1j * keldysh) / 2 - n_one) < 1e-12
    print(f"  {n_one:.2f}  {(-1j*lesser).real:+.2f}  {(-1j*keldysh).real:+.2f}")

# ---------- exact cluster: interacting site and two bath sites ----------
def annihilators(modes):
    """Jordan-Wigner matrices of the annihilation operators."""
    result = []
    for j in range(modes):
        matrix = np.eye(1)
        for k in range(modes):
            factor = (np.diag([1.0, -1.0]) if k < j
                      else d_one if k == j else np.eye(2))
            matrix = np.kron(matrix, factor)
        result.append(matrix)
    return result

ops = annihilators(6)        # site up, down; bath 1 up, down; bath 2 up, down
num = [c.T @ c for c in ops]
one = np.eye(64)

def cluster_hamiltonian(eps, U, zeeman=0.0, symmetric=False):
    H = (eps - zeeman) * num[0] + (eps + zeeman) * num[1]
    for first, bath_energy, hop in ((2, -0.8, 0.5), (4, 0.6, 0.4)):
        for spin in (0, 1):
            b = ops[first + spin]
            H = H + bath_energy * num[first + spin]
            H = H + hop * (b.T @ ops[spin] + ops[spin].T @ b)
    offset = 0.5 if symmetric else 0.0
    return H + U * (num[0] - offset * one) @ (num[1] - offset * one)

def thermal(H, kT):
    values, vectors = np.linalg.eigh(H)
    weights = np.exp(-(values - values[0]) / kT)
    return (vectors * (weights / weights.sum())) @ vectors.T

def propagator(H, time):
    values, vectors = np.linalg.eigh(H)
    return (vectors * np.exp(-1j * values * time)) @ vectors.T

eps_c, U_c, kT_c = 0.2, 1.0, 0.3
rho_start = thermal(cluster_hamiltonian(eps_c, 0.3, zeeman=0.7), kT_c)
print("Exact quenched cluster (eps = %.1f meV, U = %.1f meV):" % (eps_c, U_c))
for symmetric in (False, True):
    H_c = cluster_hamiltonian(eps_c, U_c, symmetric=symmetric)
    V = propagator(H_c, 1.3)
    rho = V @ rho_start @ V.conj().T
    n_down = np.trace(rho @ num[1]).real
    minus_i_GK = -np.trace(rho @ (ops[1] @ ops[1].T - num[1])).real
    assert abs(minus_i_GK - (2 * n_down - 1)) < 1e-10
    step = 1e-3
    values_A = []
    for tau in (step, -step):
        V = propagator(H_c, tau)
        d_tau = V.conj().T @ ops[0] @ V
        values_A.append(np.trace(rho @ (d_tau @ ops[0].T + ops[0].T @ d_tau)))
    slope = 1j * (values_A[0] - values_A[1]) / (2 * step)
    exact_shift = slope.real - eps_c
    expected = U_c * (minus_i_GK / 2 if symmetric else n_down)
    assert abs(slope.imag) < 1e-4 and abs(exact_shift - expected) < 1e-4
    assert abs(exact_shift - U_c * minus_i_GK) > 0.02
    name = "U(n-1/2)(n-1/2)" if symmetric else "U n n"
    print(f"  {name}: n_down = {n_down:.4f}, shift = {exact_shift:+.4f} meV,"
          f" U(-iG^K) = {U_c*minus_i_GK:+.4f} meV")

def cluster_n(eps, U):
    return np.trace(thermal(cluster_hamiltonian(eps, U), kT_c) @ num[0])

h = 1e-3
n_free = cluster_n(eps_c, 0.0)
exact_response = (cluster_n(eps_c, h) - cluster_n(eps_c, -h)) / (2 * h)

def shifted_response(density):
    return (cluster_n(eps_c + h * density, 0.0)
            - cluster_n(eps_c - h * density, 0.0)) / (2 * h)

right_response = shifted_response(n_free)
wrong_response = shifted_response(2 * n_free - 1)
assert abs(exact_response - right_response) < 1e-5
assert abs(exact_response - wrong_response) > 1e-2
print(f"Thermal cluster dn/dU at U=0: exact {exact_response:.5f},"
      f" shift Un {right_response:.5f}, shift U(2n-1) {wrong_response:.5f} /meV")

# ---------- open quantum dot between two wide-band leads ----------
U, eps, bias, temperature = 1.0, 0.5, 1.0, 1.0
widths = np.array([0.6, 0.4])
Gamma = widths.sum()
mus = np.array([bias / 2, -bias / 2])
kT = const.k * temperature / const.e * 1e3
nA_per_meV = 2 * const.e * (1e-3 * const.e) / const.hbar * 1e9  # both spins

def lead_filling(E, mu):
    z = 0.5 + (Gamma / 2 + 1j * (np.asarray(E) - mu)) / (2 * np.pi * kT)
    return 0.5 - digamma(z).imag / np.pi

def filling(E, potentials=mus):
    return sum(g * lead_filling(E, m) for g, m in zip(widths, potentials)) / Gamma

def particle_flow(E):
    return widths.prod() / Gamma * (lead_filling(E, mus[0])
                                    - lead_filling(E, mus[1]))

def solve(eps_bare, density_rule):
    E = brentq(lambda x: x - eps_bare - U * density_rule(filling(x)), -20, 20)
    return E, float(filling(E))

def correct_rule(n):
    return n

def faulty_rule(n):
    return 2 * n - 1

E_ok, n_ok = solve(eps, correct_rule)
E_bad, n_bad = solve(eps, faulty_rule)

def keldysh_integral(E):
    """-i G^K(t,t) by quadrature of G^R Sigma^K G^A; omega = E + Gamma/2 tan x."""
    def integrand(x):
        omega = E + Gamma / 2 * np.tan(x)
        return -np.sum(widths * np.tanh((omega - mus) / (2 * kT))) / (np.pi * Gamma)
    breaks = list(np.arctan(2 * (mus - E) / Gamma))
    return quad(integrand, -np.pi / 2, np.pi / 2, points=breaks, limit=300)[0]

GK_ok = keldysh_integral(E_ok)
for E_test in (E_ok, E_bad, -1.2):
    assert abs(keldysh_integral(E_test) - (2 * filling(E_test) - 1)) < 1e-6

# Real-time Hartree evolution with explicit lead levels, dot empty at start.
def real_time(half_band, spacing=0.15, steps=200, dt=0.075):
    count = round(2 * half_band / spacing)
    band = -half_band + (np.arange(count) + 0.5) * spacing
    H = np.diag(np.concatenate(([eps], band, band)))
    hops = np.repeat(np.sqrt(widths * spacing / (2 * np.pi)), count)
    H[0, 1:] = hops
    H[1:, 0] = hops
    occupied = np.concatenate(([0.0], expit(-(band - mus[0]) / kT),
                               expit(-(band - mus[1]) / kT)))
    keep = occupied > 1e-10
    f = occupied[keep]
    values, vectors = np.linalg.eigh(H)
    W = vectors.T[:, keep].astype(complex)
    dot = vectors[0].astype(complex)
    left = (hops[:count] @ vectors[1:count + 1]).astype(complex)
    phase = np.exp(-1j * values * dt)[:, None]
    for _ in range(steps):
        W *= phase
        amplitude = dot @ W
        n = f @ np.abs(amplitude) ** 2
        W += np.outer((np.exp(-1j * U * n * dt) - 1) * dot, amplitude)
    middle = amplitude * np.exp(-0.5j * U * n * dt)
    flow = -2 * np.sum(f * np.conj(left @ W) * middle).imag
    return np.array([n, flow])

run_narrow, run_wide = real_time(15.0), real_time(30.0)
n_time, flow_time = 2 * run_wide - run_narrow    # leading 1/bandwidth removed
assert abs(n_time - n_ok) < 4e-3
assert abs(flow_time - particle_flow(E_ok)) < 3e-3

print(f"Dot: U = {U:.1f}, eps = {eps:.1f}, Gamma_L = {widths[0]:.1f},"
      f" Gamma_R = {widths[1]:.1f} meV")
print(f"Bias = {bias:.1f} mV, T = {temperature:.1f} K, kT = {kT:.4f} meV")
print(f"Correct closure: n = {n_ok:.4f}, -iG^K = {GK_ok:+.4f}")
print(f"  lead fillings n_L = {lead_filling(E_ok, mus[0]):.4f},"
      f" n_R = {lead_filling(E_ok, mus[1]):.4f}")
print(f"  shift = {E_ok-eps:+.4f} meV, level E = {E_ok:.4f} meV")
print(f"  shift / k_B = {(E_ok-eps)/kT*temperature:+.2f} K")
print(f"  current = {particle_flow(E_ok)*nA_per_meV:.2f} nA")
print(f"Faulty closure: n = {n_bad:.4f}, 2n-1 = {2*n_bad-1:+.4f}")
print(f"  shift = {E_bad-eps:+.4f} meV, level E = {E_bad:.4f} meV")
print(f"  current = {particle_flow(E_bad)*nA_per_meV:.2f} nA")
print(f"Real-time Hartree: half-band 15 meV n = {run_narrow[0]:.4f},"
      f" 30 meV n = {run_wide[0]:.4f}")
print(f"  extrapolated n = {n_time:.4f}, current = {flow_time*nA_per_meV:.2f} nA")

print("Sweep: eps, correct n, correct shift, faulty n, faulty shift (meV)")
for eps_s in (-3.0, -1.0, 0.0, 1.0, 3.0):
    Ea, na = solve(eps_s, correct_rule)
    Eb, nb = solve(eps_s, faulty_rule)
    print(f"  {eps_s:+.1f}  {na:.4f}  {Ea-eps_s:+.4f}  {nb:.4f}  {Eb-eps_s:+.4f}")

# Spin-resolved mean-field solutions: roots of F(F(x)) = x.
def solutions(eps_bare, rule, potentials):
    x = np.linspace(0, 1, 4000)
    def F(y):
        return filling(eps_bare + U * rule(y), potentials)
    residual = F(F(x)) - x
    crossings = np.where(residual[:-1] * residual[1:] < 0)[0]
    return x[crossings]

zero_bias = np.zeros(2)
assert len(solutions(eps, correct_rule, mus)) == 1
assert len(solutions(-U / 2, correct_rule, zero_bias)) == 1
roots_ok = solutions(0.0, correct_rule, zero_bias)
roots_bad = solutions(0.0, faulty_rule, zero_bias)
assert len(roots_ok) == 1 and len(roots_bad) == 3
print(f"Zero bias, eps = 0: {len(roots_ok)} correct root, {len(roots_bad)} faulty"
      f" roots; false moment n_up-n_down = {roots_bad[-1]-roots_bad[0]:.3f}")

# ---------- size of the neglected effects ----------
grid_size, dw = 2 ** 15, 0.01
w = np.fft.fftfreq(grid_size, d=1 / (grid_size * dw))
theta = np.zeros(grid_size)
theta[0] = 0.5
theta[1:grid_size // 2] = 1.0

def second_order(E, potentials, kT_here):
    """Second-order self-energy: lesser and greater rates, retarded part."""
    f = sum(g * expit(-(w - m) / kT_here)
            for g, m in zip(widths, potentials)) / Gamma
    A = Gamma / ((w - E) ** 2 + Gamma ** 2 / 4)
    less_t = np.fft.fft(A * f) * dw / (2 * np.pi)
    great_t = np.fft.fft(A * (1 - f)) * dw / (2 * np.pi)
    in_t = U ** 2 * less_t ** 2 * np.conj(great_t)
    out_t = U ** 2 * great_t ** 2 * np.conj(less_t)
    def back(y):
        return np.fft.ifft(y) * 2 * np.pi / dw
    return back(in_t).real, back(out_t).real, back(-1j * theta * (in_t + out_t))

# Checks in equilibrium: detailed balance, and the known low-energy slope
# of the particle-hole symmetric Anderson model.
cold = 0.005
rate_in, rate_out, sigma_eq = second_order(0.0, zero_bias, cold)
assert abs(rate_out[1] / rate_in[1] / np.exp(w[1] / cold) - 1) < 1e-2
slope_eq = (sigma_eq[2].real - sigma_eq[-2].real) / (4 * dw)
slope_known = -(3 - np.pi ** 2 / 4) * (2 * U / (np.pi * Gamma)) ** 2
assert abs(slope_eq / slope_known - 1) < 0.03

def dot_with_self_energy(rate, sigma):
    f_leads = [expit(-(w - m) / kT) for m in mus]
    injection = widths[0] * f_leads[0] + widths[1] * f_leads[1]
    E = E_ok
    for _ in range(60):
        G = 1 / (w - E + 0.5j * Gamma - sigma)
        n = np.sum(np.abs(G) ** 2 * (injection + rate)) * dw / (2 * np.pi)
        E = 0.5 * E + 0.5 * (eps + U * n)
    flow = widths.prod() / Gamma * np.sum(
        (f_leads[0] - f_leads[1]) * (-2 * G.imag)) * dw / (2 * np.pi)
    return n, flow

n_grid, flow_grid = dot_with_self_energy(0.0, 0.0)
assert abs(n_grid - n_ok) < 2e-3
assert abs(flow_grid - particle_flow(E_ok)) < 1e-3
rate_dot, _, sigma_dot = second_order(E_ok, mus, kT)
n_corr, flow_corr = dot_with_self_energy(rate_dot, sigma_dot)

spacing_next, fermi_depth = 3.0, 10.0
n_next = float(filling(eps + spacing_next + 2 * U * n_ok))
lost = 0.5 - np.arctan(2 * (E_ok + fermi_depth) / Gamma) / np.pi
print("Neglected effects (estimates):")
print(f"  low-energy slope check: {slope_eq:.4f} against {slope_known:.4f}")
print(f"  correlation, second order: change of n = {n_corr-n_grid:+.4f},"
      f" of current = {(flow_corr-flow_grid)*nA_per_meV:+.2f} nA")
print(f"  next orbital {spacing_next:.0f} meV higher: n = {n_next:.4f} per spin,"
      f" back-shift = {2*U*n_next:+.4f} meV")
print(f"  band bottom {fermi_depth:.0f} meV below Fermi level:"
      f" lost occupation = {lost:.4f}")
print(f"Error of faulty closure: n {n_bad-n_ok:+.4f}, level {E_bad-E_ok:+.4f} meV,"
      f" current {(particle_flow(E_bad)-particle_flow(E_ok))*nA_per_meV:+.2f} nA")
print("verified")
```

Running it gives:

```
One level: n, -iG^<(t,t), -iG^K(t,t)  (dimensionless)
  0.00  +0.00  -1.00
  0.25  +0.25  -0.50
  0.50  +0.50  +0.00
  1.00  +1.00  +1.00
Exact quenched cluster (eps = 0.2 meV, U = 1.0 meV):
  U n n: n_down = 0.1433, shift = +0.1433 meV, U(-iG^K) = -0.7134 meV
  U(n-1/2)(n-1/2): n_down = 0.2216, shift = -0.2784 meV, U(-iG^K) = -0.5568 meV
Thermal cluster dn/dU at U=0: exact -0.18683, shift Un -0.18683, shift U(2n-1) 0.13040 /meV
Dot: U = 1.0, eps = 0.5, Gamma_L = 0.6, Gamma_R = 0.4 meV
Bias = 1.0 mV, T = 1.0 K, kT = 0.0862 meV
Correct closure: n = 0.2617, -iG^K = -0.4766
  lead fillings n_L = 0.3551, n_R = 0.1216
  shift = +0.2617 meV, level E = 0.7617 meV
  shift / k_B = +3.04 K
  current = 27.28 nA
Faulty closure: n = 0.4228, 2n-1 = -0.1543
  shift = -0.1543 meV, level E = 0.3457 meV
  current = 48.52 nA
Real-time Hartree: half-band 15 meV n = 0.2560, 30 meV n = 0.2588
  extrapolated n = 0.2617, current = 27.28 nA
Sweep: eps, correct n, correct shift, faulty n, faulty shift (meV)
  -3.0  0.9238  +0.9238  0.9264  +0.8528
  -1.0  0.6588  +0.6588  0.7253  +0.4506
  +0.0  0.4006  +0.4006  0.5291  +0.0581
  +1.0  0.1640  +0.1640  0.3114  -0.3773
  +3.0  0.0549  +0.0549  0.0800  -0.8399
Zero bias, eps = 0: 1 correct root, 3 faulty roots; false moment n_up-n_down = 0.451
Neglected effects (estimates):
  low-energy slope check: -0.2153 against -0.2159
  correlation, second order: change of n = +0.0123, of current = +1.26 nA
  next orbital 3 meV higher: n = 0.0410 per spin, back-shift = +0.0820 meV
  band bottom 10 meV below Fermi level: lost occupation = 0.0148
Error of faulty closure: n +0.1612, level -0.4160 meV, current +21.25 nA
verified
```
